# Born Charges Along an Insulating Path Fix the Change of Polarization: test program

```python
"""
RESULT UNDER TEST
Along a gapped path the integral of the Born charge Z*(u) gives the change of
polarization, including the integer number of quanta that wrapped Berry phases
at the two endpoints cannot give.

MODEL: a chain along x, period a, area A per chain, two electrons per cell.
Cation: core charge +2, position x = 0. Anion: core charge 0, position a/2+u.
The anion column is offset sideways by b+w. Hopping t(r) decays exponentially.
delta = onsite energy difference, cation minus anion.
xbar = Wannier centre of the filled band; cell dipole = -2 e xbar, with e > 0.
Orbitals ride with their atoms; the position operator is diagonal in sites.
Lengths are in nm, energies in eV, times in fs unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const

PERIOD = 0.25          # nm, spacing of cation planes
AREA = 0.13            # nm^2 per chain
OFFSET = 0.17          # nm, sideways distance of anion and cation columns
SPLITTING = 5.5        # eV
HOPPING = 1.8          # eV at the bond length of the symmetric crystal
DECAY = 0.07           # nm
U0 = 0.04              # nm, polar displacement
BOND = np.hypot(PERIOD / 2, OFFSET)
VOLUME = PERIOD * AREA
CELLS = np.arange(-15, 16)
HBAR = const.hbar / const.e * 1e15                 # eV fs
TO_UC = const.e * 1e18 * 100                       # e/nm^2 to uC/cm^2
QUANTUM = 2 * TO_UC / AREA                         # uC/cm^2


def hopping(r, strength=HOPPING):
    return strength * np.exp(-(r - BOND) / DECAY)


def bloch_sums(k, u, w=0.0, strength=HOPPING):
    """Cation-anion elements of H, hbar*velocity, dH/du and dH/dw."""
    d = PERIOD / 2 + u + CELLS * PERIOD
    r = np.hypot(d, OFFSET + w)
    t = hopping(r, strength)
    slope = -t / DECAY
    phase = np.exp(1j * np.outer(k, CELLS * PERIOD))
    return (phase @ t, 1j * (phase @ (d * t)),
            phase @ (slope * d / r), phase @ (slope * (OFFSET + w) / r))


def bands(f, delta):
    h = np.zeros((len(f), 2, 2), complex)
    h[:, 0, 0] = delta / 2
    h[:, 1, 1] = -delta / 2
    h[:, 0, 1] = f
    h[:, 1, 0] = f.conj()
    return np.linalg.eigh(h)


def mesh(nk):
    return 2 * np.pi * np.arange(nk) / (nk * PERIOD)


def centre_rate(u, w=0.0, delta=SPLITTING, strength=HOPPING,
                du=1.0, dw=0.0, ddelta=0.0, nk=96, parts=False):
    """Adiabatic response: change of xbar for parameter changes du, dw, ddelta."""
    f, vel, fu, fw = bloch_sums(mesh(nk), u, w, strength)
    energy, vec = bands(f, delta)
    v, c = vec[:, :, 0], vec[:, :, 1]
    dh = fu * du + fw * dw
    vel_vc = v[:, 0].conj() * vel * c[:, 1] + v[:, 1].conj() * vel.conj() * c[:, 0]
    dh_cv = c[:, 0].conj() * dh * v[:, 1] + c[:, 1].conj() * dh.conj() * v[:, 0]
    dh_cv = dh_cv + ddelta / 2 * (c[:, 0].conj() * v[:, 0]
                                  - c[:, 1].conj() * v[:, 1])
    carried = np.mean(abs(v[:, 1])**2) * du
    transfer = np.mean(2 * np.imag(vel_vc * dh_cv)
                       / (energy[:, 1] - energy[:, 0])**2)
    return (carried, transfer) if parts else carried + transfer


def born_charge(u, **kw):
    return -2 * centre_rate(u, **kw)


NODES, WEIGHTS = np.polynomial.legendre.leggauss(48)


def integrated_charge(start, end, **kw):
    """Integral of Z* du, in e nm."""
    half = (end - start) / 2
    points = (start + end) / 2 + half * NODES
    return half * sum(g * born_charge(x, **kw) for g, x in zip(WEIGHTS, points))


def wannier_centre(u, nk=2000):
    """xbar from the discretized Berry phase; defined only modulo PERIOD."""
    _, vec = bands(bloch_sums(mesh(nk), u)[0], SPLITTING)
    v = vec[:, :, 0]
    links = np.sum(v.conj() * np.roll(v, -1, axis=0), axis=1)
    berry = -np.angle(np.prod(links))
    return (PERIOD * berry / (2 * np.pi)
            + (PERIOD / 2 + u) * np.mean(abs(v[:, 1])**2))


def wrap(value, period):
    return value - period * np.round(value / period)


def wrapped_polarization(u):
    return wrap(-2 * wannier_centre(u) / VOLUME * TO_UC, QUANTUM)


# Local test: response formula against the derivative of the Berry phase.
step = 2e-4
for u in (-0.20, -0.125, -0.07, 0.0, 0.04):
    change = wrap(wannier_centre(u + step) - wannier_centre(u - step), PERIOD)
    assert abs(-2 * change / (2 * step) - born_charge(u)) < 2e-4

# Two paths from -U0 to the same crystal.
END_DIRECT, END_CROSS = U0, U0 - PERIOD
dipole_direct = integrated_charge(-U0, END_DIRECT)
dipole_cross = integrated_charge(-U0, END_CROSS)
dP_direct = dipole_direct / VOLUME * TO_UC
dP_cross = dipole_cross / VOLUME * TO_UC
P_start, P_end = wrapped_polarization(-U0), wrapped_polarization(U0)
assert abs(wrap(P_end - wrapped_polarization(END_CROSS), QUANTUM)) < 0.01
naive = P_end - P_start
n_direct = (dP_direct - naive) / QUANTUM
n_cross = (dP_cross - naive) / QUANTUM
assert abs(n_direct - round(n_direct)) < 1e-4
assert abs(n_cross - round(n_cross)) < 1e-4
assert round(n_direct) != 0 and round(n_direct) != round(n_cross)

# A one-point estimate of the integral already selects the right branch.
rough = [born_charge(-U0) * (end + U0) / VOLUME * TO_UC
         for end in (END_DIRECT, END_CROSS)]
for estimate, full in zip(rough, (dP_direct, dP_cross)):
    selected = naive + QUANTUM * round((estimate - naive) / QUANTUM)
    assert abs(selected - full) < 0.01

# Following wrapped phases in small steps gives the same change.
track = [wrapped_polarization(u) for u in np.linspace(-U0, END_CROSS, 9)]
track_steps = wrap(np.diff(track), QUANTUM)
assert abs(track_steps.sum() - dP_cross) < 0.01


# Finite open chains: dipole change per added cell, with no Berry phase.
def finite_dipole(number, u):
    cations = PERIOD * np.arange(number)
    anions = cations + PERIOD / 2 + u
    t = hopping(np.hypot(anions[None, :] - cations[:, None], OFFSET))
    onsite = SPLITTING / 2 * np.eye(number)
    _, vec = np.linalg.eigh(np.block([[onsite, t], [t.T, -onsite]]))
    density = np.sum(vec[:, :number]**2, axis=1)
    return 2 * cations.sum() - 2 * density @ np.concatenate([cations, anions])


finite_changes = []
for end, expected in ((END_DIRECT, dipole_direct), (END_CROSS, dipole_cross)):
    big, small = (finite_dipole(n, end) - finite_dipole(n, -U0) for n in (45, 30))
    finite_changes.append((big - small) / 15)
    assert abs(finite_changes[-1] - expected) < 1e-6


# Real-time motion: integrate the electron current of the Schroedinger equation.
def transported_centre(start, end, duration, steps, nk=32):
    k = mesh(nk)
    _, vec = bands(bloch_sums(k, start)[0], SPLITTING)
    cat, ani = vec[:, 0, 0], vec[:, 1, 0]
    dt, total = duration / steps, 0.0
    for j in range(steps):
        s = (j + 0.5) / steps
        u = start + (end - start) * s**3 * (10 - 15 * s + 6 * s * s)
        speed = (end - start) * 30 * s**2 * (1 - s)**2 / duration
        f, vel, _, _ = bloch_sums(k, u)
        eps = np.sqrt(SPLITTING**2 / 4 + abs(f)**2)
        cosine = np.cos(eps * dt / (2 * HBAR))
        sine = -1j * np.sin(eps * dt / (2 * HBAR)) / eps
        for half in (0, 1):
            cat, ani = (cosine * cat + sine * (SPLITTING / 2 * cat + f * ani),
                        cosine * ani + sine * (f.conj() * cat - SPLITTING / 2 * ani))
            if half == 0:
                flow = 2 * np.real(cat.conj() * vel * ani) / HBAR
                total += dt * np.mean(speed * abs(ani)**2 + flow)
    return total


RAMP = 30.0
dynamic_dipole = -2 * transported_centre(-U0, U0, RAMP, 6000)
assert abs(dynamic_dipole - dipole_direct) < 4e-5

# A sideways detour with the same endpoints gives the same change.
BULGE = 0.03
along = sideways = 0.0
for g, x in zip(WEIGHTS / 2, (NODES + 1) / 2):
    u, w = -U0 + 2 * U0 * x, BULGE * np.sin(np.pi * x)
    along += g * born_charge(u, w=w, du=2 * U0)
    sideways += g * born_charge(u, w=w, du=0.0,
                                dw=BULGE * np.pi * np.cos(np.pi * x))
assert abs(along + sideways - dipole_direct) < 1e-7
assert abs(sideways) > 1e-5

# Shift of the anion sublattice by a full period.
cycle_charge = integrated_charge(0.0, PERIOD) / PERIOD
assert abs(cycle_charge + 2) < 1e-5


# Closed loops in (u, delta), with and without the metallic point (0, 0) inside.
def loop_charge(centre_delta, points=240):
    total = 0.0
    for angle in 2 * np.pi * np.arange(points) / points:
        total += centre_rate(0.03 * np.cos(angle), nk=240,
                             delta=centre_delta + 3 * np.sin(angle),
                             du=-0.03 * np.sin(angle), ddelta=3 * np.cos(angle))
    return -2 * total * 2 * np.pi / points / PERIOD


loop_metal, loop_gapped = loop_charge(0.0), loop_charge(SPLITTING)
assert abs(abs(loop_metal) - 2) < 1e-5 and abs(loop_gapped) < 1e-5
metal_gap = np.ptp(bands(bloch_sums(mesh(96), 0.0)[0], 0.0)[0], axis=1).min()
assert metal_gap < 1e-9

# The symmetric crystal sits at half a quantum.
P_symmetric = abs(wrapped_polarization(0.0))
assert abs(P_symmetric - QUANTUM / 2) < 0.01
P_spont = integrated_charge(0.0, U0) / VOLUME * TO_UC
P_spont_cross = integrated_charge(-PERIOD / 2, END_CROSS) / VOLUME * TO_UC
assert abs(2 * P_spont - dP_direct) < 1e-4

gaps = [np.ptp(bands(bloch_sums(mesh(96), u)[0], SPLITTING)[0], axis=1).min()
        for u in np.linspace(END_CROSS, U0, 101)]
min_gap = min(gaps)
assert min_gap > SPLITTING - 1e-9

# Sizes of neglected effects; the device inputs are rough typical values.
FILM, KAPPA, SCREEN = 10.0, 30.0, 0.05     # nm, relative permittivity, nm
FIELD, TEMP, SHAKE = 4.0, 358.0, 0.007     # MV/cm, K, nm
P_si = abs(P_spont) / 100
eps0 = const.epsilon_0
# Unknowns: film field E and displacement D at zero applied voltage.
E_dep, D_film = np.linalg.solve([[-eps0 * KAPPA, 1.0], [FILM, SCREEN / eps0]],
                                [P_si, 0.0])
assert np.isclose(E_dep, -P_si * SCREEN / (eps0 * (FILM + KAPPA * SCREEN)))
P_loss = -eps0 * (KAPPA - 1) * E_dep * 100
cosines = (NODES + 1) / 2
grain_factor = np.sum(WEIGHTS / 2 * cosines)
variants = [abs(integrated_charge(-U0, U0, delta=SPLITTING + dd,
                                  strength=HOPPING * s)) / VOLUME * TO_UC
            for dd in (-1, 1) for s in (0.8, 1.2)]
curvature = (born_charge(U0 + 1e-3) - born_charge(U0 - 1e-3)) / 2e-3
P_shake = 0.5 * curvature * SHAKE**2 / VOLUME * TO_UC
kT = const.k * TEMP / const.e
log_carriers = -min_gap / (2 * kT) / np.log(10)
film_voltage = FIELD * 1e8 * FILM * 1e-9
assert film_voltage < min_gap

print(f"Cation-plane spacing a: {PERIOD:.2f} nm; area per chain: {AREA:.2f} nm^2")
print(f"Sideways offset b: {OFFSET:.2f} nm; bond length: {BOND:.4f} nm")
print(f"Onsite splitting: {SPLITTING:.1f} eV; hopping at bond: {HOPPING:.1f} eV")
print(f"Hopping decay length: {DECAY:.2f} nm; polar displacement u0: {U0:.2f} nm")
print(f"Smallest direct gap on both paths: {min_gap:.3f} eV")
print(f"Polarization quantum 2e/A: {QUANTUM:.2f} uC/cm^2")
for u in (0.0, U0, -U0, -PERIOD / 4, -PERIOD / 2, END_CROSS):
    carried, transfer = centre_rate(u, parts=True)
    print(f"u = {u:+.4f} nm: Z* = {born_charge(u):+.4f} e "
          f"(carried {-2*carried:+.4f}, transfer {-2*transfer:+.4f})")
print(f"Wrapped Berry polarization at -u0: {P_start:+.2f} uC/cm^2")
print(f"Wrapped Berry polarization at +u0: {P_end:+.2f} uC/cm^2")
print(f"Difference of wrapped endpoint values: {naive:+.2f} uC/cm^2")
print(f"Integral of Z* du, direct path: {dipole_direct:+.6f} e nm")
print(f"Integral of Z* du, crossing path: {dipole_cross:+.6f} e nm")
print(f"Polarization change, direct path: {dP_direct:+.2f} uC/cm^2")
print(f"Polarization change, crossing path: {dP_cross:+.2f} uC/cm^2")
print(f"Integer n: direct {round(n_direct):+d}, crossing {round(n_cross):+d}")
print(f"One-point estimate, direct path: {rough[0]:+.2f} uC/cm^2")
print(f"One-point estimate, crossing path: {rough[1]:+.2f} uC/cm^2")
print(f"Largest of 8 tracked phase steps: {abs(track_steps).max():.2f} uC/cm^2")
print(f"Finite chains, direct path: {finite_changes[0]:+.6f} e nm per cell")
print(f"Finite chains, crossing path: {finite_changes[1]:+.6f} e nm per cell")
print(f"Real-time current, {RAMP:.0f} fs ramp: {dynamic_dipole:+.6f} e nm")
print(f"Detour, greatest sideways shift: {BULGE:.2f} nm")
print(f"Detour: along {along:+.6f}, sideways {sideways:+.6f} e nm")
print(f"Mean Z* over a full period: {cycle_charge:+.6f} e")
print(f"Loop round metallic point: {loop_metal:+.6f} e pumped")
print(f"Loop without metallic point: {abs(loop_gapped):.6f} e pumped (size)")
print(f"Formal polarization at u = 0 (size): {P_symmetric:.2f} uC/cm^2")
print(f"Polarization of +u0 from u = 0: {P_spont:+.2f} uC/cm^2")
print(f"Same crystal from u = -a/2: {P_spont_cross:+.2f} uC/cm^2")
print(f"Rough device inputs: film {FILM:.0f} nm, permittivity {KAPPA:.0f}")
print(f"Rough total electrode screening length: {SCREEN:.2f} nm")
print(f"Depolarizing field (size): {abs(E_dep)/1e8:.2f} MV/cm")
print(f"Polarization lost to that field: {P_loss:.2f} uC/cm^2")
print(f"Random-grain factor: {grain_factor:.3f}; "
      f"polarization left: {grain_factor*abs(P_spont):.2f} uC/cm^2")
print("Direct switching size, splitting +-1 eV and hopping +-20%: "
      f"{min(variants):.1f} to {max(variants):.1f} uC/cm^2")
print(f"In-step vibration of {SHAKE:.3f} nm rms shifts P by {P_shake:+.3f} uC/cm^2")
print(f"log10 of thermal carrier factor at {TEMP:.0f} K: {log_carriers:.1f}")
print(f"hbar/(gap x 1 ps), speed parameter: {HBAR/(min_gap*1000):.2e}")
print(f"Voltage across film at {FIELD:.0f} MV/cm: {film_voltage:.2f} V")
print("checks complete")
```

Running it gives:

```
Cation-plane spacing a: 0.25 nm; area per chain: 0.13 nm^2
Sideways offset b: 0.17 nm; bond length: 0.2110 nm
Onsite splitting: 5.5 eV; hopping at bond: 1.8 eV
Hopping decay length: 0.07 nm; polar displacement u0: 0.04 nm
Smallest direct gap on both paths: 5.500 eV
Polarization quantum 2e/A: 246.49 uC/cm^2
u = +0.0000 nm: Z* = -2.3641 e (carried -1.7731, transfer -0.5910)
u = +0.0400 nm: Z* = -2.1554 e (carried -1.7404, transfer -0.4150)
u = -0.0400 nm: Z* = -2.1554 e (carried -1.7404, transfer -0.4150)
u = -0.0625 nm: Z* = -1.9661 e (carried -1.7070, transfer -0.2591)
u = -0.1250 nm: Z* = -1.7056 e (carried -1.6540, transfer -0.0516)
u = -0.2100 nm: Z* = -2.1554 e (carried -1.7404, transfer -0.4150)
Wrapped Berry polarization at -u0: -78.11 uC/cm^2
Wrapped Berry polarization at +u0: +78.11 uC/cm^2
Difference of wrapped endpoint values: +156.23 uC/cm^2
Integral of Z* du, direct path: -0.183093 e nm
Integral of Z* du, crossing path: +0.316907 e nm
Polarization change, direct path: -90.26 uC/cm^2
Polarization change, crossing path: +156.23 uC/cm^2
Integer n: direct -1, crossing +0
One-point estimate, direct path: -85.00 uC/cm^2
One-point estimate, crossing path: +180.63 uC/cm^2
Largest of 8 tracked phase steps: 21.63 uC/cm^2
Finite chains, direct path: -0.183093 e nm per cell
Finite chains, crossing path: +0.316907 e nm per cell
Real-time current, 30 fs ramp: -0.183098 e nm
Detour, greatest sideways shift: 0.03 nm
Detour: along -0.173950, sideways -0.009143 e nm
Mean Z* over a full period: -2.000000 e
Loop round metallic point: +2.000000 e pumped
Loop without metallic point: 0.000000 e pumped (size)
Formal polarization at u = 0 (size): 123.24 uC/cm^2
Polarization of +u0 from u = 0: -45.13 uC/cm^2
Same crystal from u = -a/2: +78.11 uC/cm^2
Rough device inputs: film 10 nm, permittivity 30
Rough total electrode screening length: 0.05 nm
Depolarizing field (size): 2.22 MV/cm
Polarization lost to that field: 5.69 uC/cm^2
Random-grain factor: 0.500; polarization left: 22.57 uC/cm^2
Direct switching size, splitting +-1 eV and hopping +-20%: 85.0 to 98.0 uC/cm^2
In-step vibration of 0.007 nm rms shifts P by +0.102 uC/cm^2
log10 of thermal carrier factor at 358 K: -38.7
hbar/(gap x 1 ps), speed parameter: 1.20e-04
Voltage across film at 4 MV/cm: 4.00 V
checks complete
```
